# Transit Time of a Drifting Copper Ion in a Thin Dielectric

## The question

A dielectric film of thickness $L=20$ nm separates a copper electrode at $x=0$ from a second electrode at $x=L$. A singly charged copper ion, $q=+e$, has just entered the film at $x=0$. The temperature is $T=400$ K, and the diffusion coefficient of the ion in the film is $D=1\times10^{-16}$ cm$^2$/s. A uniform field $E=1$ MV/cm points along $+x$.

Take $D$ to be the long-distance diffusion coefficient near equilibrium, so that it already includes any brief trapping. The force on the ion is $qE$, with $E$ the macroscopic field and no separate local-field factor. Copper is dilute: the ions neither interact nor disturb the field. Atomic units are unnatural for so slow a motion, so work in nanometres, seconds and volts.

## Part (a): the drift estimate

**Question.** Obtain the mobility $\mu$ from $D$, and estimate the transit time, assuming that $\mu$ does not depend on the field.

**Answer.** For a dilute concentration $n(x)$, the flux along $+x$ is the sum of a drift and a diffusion term,

$$J=\mu E\,n-D\frac{dn}{dx}.$$

To relate the two coefficients, consider a closed film in a weak field, with walls that no ion can cross. It reaches thermal equilibrium, where $J=0$. The potential energy of an ion is $-qEx$, so the Boltzmann distribution is

$$n(x)\propto e^{qEx/k_BT},\qquad \frac{dn}{dx}=\frac{qE}{k_BT}\,n .$$

Setting $J=0$ and dividing by $nE$ gives the Einstein relation,

$$\mu=\frac{qD}{k_BT}.$$

The closed film serves to fix the coefficient; the same $\mu$ then governs the open film, as long as the response is linear. The drift velocity and transit time are

$$v=\mu E=\frac{qDE}{k_BT},\qquad t_d=\frac{L}{v}=\frac{k_BT\,L}{qDE}.$$

In working units, $D=0.010$ nm$^2$/s and $E=0.100$ V/nm. The thermal voltage is $k_BT/q=0.03447$ V. Hence

$$\mu=\frac{0.010}{0.03447}=0.2901\ \frac{\text{nm}^2}{\text{V s}},\qquad v=0.2901\times0.100=0.02901\ \text{nm/s},$$

$$t_d=\frac{20}{0.02901}\approx 690\ \text{s}\quad(\text{about }11.5\text{ min}).$$

The film may be disordered, so it matters that the Einstein relation does not need identical sites. It was tested on five rings of sites with random well depths and barriers. There $D$ was found from the decay of a long-wave density ripple without a field, and $\mu$ from the steady current in a weak field. The largest relative disagreement was about $3\times10^{-6}$.

## Part (b): the part played by diffusion

**Question.** The ion also diffuses. Suppose that it cannot return to the copper electrode, and that its journey ends when it first reaches $x=L$. Find its mean arrival time, with and without the field, and say whether the estimate of part (a) survives.

**Answer.** Let $T_1(x)$ be the mean time to reach $x=L$ from a starting point $x$. In a short time $dt$ the ion moves by a random amount $\Delta$ with

$$\langle\Delta\rangle=v\,dt,\qquad \langle\Delta^2\rangle=2D\,dt,$$

to first order in $dt$. The time still needed after this step is, on average, $\langle T_1(x+\Delta)\rangle$. Therefore

$$T_1(x)=dt+\langle T_1(x+\Delta)\rangle=dt+T_1+v\,T_1'\,dt+D\,T_1''\,dt .$$

Cancelling $T_1$ and dividing by $dt$ gives

$$D\,T_1''+v\,T_1'=-1 .$$

An ion that starts at the far face has already arrived, so $T_1(L)=0$. For the condition at $x=0$, picture the motion as hops of small length $h$, with a forward rate close to $D/h^2$. From the first site only a forward hop is possible, and the mean wait for it is $h^2/D$. Thus $T_1(0)=h^2/D+T_1(h)$, which makes the slope at the wall $-h/D$. As $h\to0$ this becomes $T_1'(0)=0$.

**Without the field,** $v=0$ and $T_1''=-1/D$. Integrating twice with the two conditions gives

$$T_1(x)=\frac{L^2-x^2}{2D},\qquad T_1(0)=\frac{L^2}{2D}=\frac{20^2}{2\times0.010}=20\,000\ \text{s}.$$

**With the field,** multiply the equation by $e^{vx/D}/D$. The left side becomes a total derivative:

$$\frac{d}{dx}\left(e^{vx/D}\,T_1'\right)=-\frac1D\,e^{vx/D}.$$

Integrating from $0$ to $x$, with $T_1'(0)=0$, gives

$$T_1'(x)=-\frac1v\left(1-e^{-vx/D}\right).$$

A second integration, from $0$ to $L$ with $T_1(L)=0$, gives

$$T_1(0)=\frac1v\int_0^L\left(1-e^{-vx/D}\right)dx=\frac Lv-\frac D{v^2}\left(1-e^{-vL/D}\right).$$

The result is governed by one dimensionless number,

$$P=\frac{vL}{D}=\frac{qEL}{k_BT},$$

the energy drop across the film divided by the thermal energy. In terms of $P$,

$$T_1(0)=\frac D{v^2}\left(P-1+e^{-P}\right).$$

For small $P$ the bracket tends to $P^2/2$, and the field-free time $L^2/(2D)$ returns. For large $P$ the mean time tends to $L/v-D/v^2$.

Here the film drops $2.00$ V, so $P=2.00/0.03447=58.0$, and $D/v^2=11.88$ s. The exponential is negligible, and

$$T_1(0)\approx\frac Lv-\frac D{v^2}=689.39-11.88\approx 678\ \text{s}.$$

The drift estimate is thus within 2 percent of the mean arrival time in this model. Solving a fine chain of hops directly gave the same mean to within the 0.1 percent tolerance of the test.

The mean is shorter than $L/v$ because of the wall. To see this, remove the wall and let the ion wander to negative $x$. The general solution that vanishes at $L$ is

$$T_1(x)=\frac{L-x}{v}+C\left(e^{-vx/D}-e^{-P}\right).$$

For a start far behind $x=0$, the time must grow in proportion to the distance, not exponentially. This requires $C=0$, and the mean from $x=0$ is then $L/v$. The reduction $D/v^2$ is therefore the effect of forbidding excursions behind the source face.

## Part (c): the spread of arrival times

**Question.** Find the standard deviation of the arrival time for an ion that starts at $x=0$. Is the time in part (a) a sharp arrival time?

**Answer.** Let $S(x)$ be the mean square arrival time. If $t'$ is the time remaining after the first step, the total is $t'+dt$, and $(t'+dt)^2=t'^2+2t'\,dt$ to first order. The averaging used in part (b) now gives

$$D\,S''+v\,S'=-2T_1 .$$

The variance is $w=S-T_1^2$. Since $(T_1^2)'=2T_1T_1'$ and $(T_1^2)''=2T_1'^2+2T_1T_1''$,

$$D\,w''+v\,w'=-2T_1-2D\,T_1'^2-2T_1\left(D\,T_1''+v\,T_1'\right).$$

The last bracket equals $-1$, so the two terms in $T_1$ cancel:

$$D\,w''+v\,w'=-2D\,T_1'^2 .$$

The conditions are $w(L)=0$ and $w'(0)=0$. The second holds because $S$ and $T_1$ both have zero slope at the reflecting wall.

Now write $s=vx/D$ and $w=(D/v^2)^2\,W(s)$. Each term on the left acquires the factor $D/v^2$. So does the right side, because $T_1'=-(1-e^{-s})/v$. Hence

$$W''+W'=-2\left(1-e^{-s}\right)^2 .$$

Multiplication by $e^s$ turns the left side into $(e^sW')'$ and the right side into $-2(e^s-2+e^{-s})$. Integrating from $0$ to $s$ with $W'(0)=0$,

$$e^sW'=-2\left(e^s-2s-e^{-s}\right),\qquad W'=-2\left(1-2s\,e^{-s}-e^{-2s}\right).$$

Since $W(P)=0$, the value at the source is $W(0)=-\int_0^P W'\,ds$. With $\int_0^P s\,e^{-s}ds=1-(1+P)e^{-P}$, this is

$$W(0)=2P-5+4(1+P)e^{-P}+e^{-2P}.$$

For small $P$, the terms up to $P^3$ cancel. The fourth-order terms of the two exponential contributions are $-P^4/2$ and $+2P^4/3$, so $W(0)\to P^4/6$. The standard deviation then tends to $L^2/(\sqrt6\,D)$, comparable with the mean $L^2/(2D)$: diffusion alone gives no well-defined transit. For large $P$ the relative spread tends to $\sqrt{2/P}$, which falls slowly as the voltage rises, as long as the motion can be treated as continuous. Hops of finite length $a$ set a floor: once backward hops are negligible, the journey is a sum of $L/a$ independent random waits, and its relative spread is $\sqrt{a/L}$ at any higher voltage.

For the present film the exponentials are negligible, and

$$\sigma=11.88\times\sqrt{2\times58.0-5}\approx125\ \text{s}.$$

This is 18.5 percent of the mean. The transit time is a typical value, not a sharp one, even though diffusion hardly changes the mean. The hop chain also confirmed this standard deviation to within 0.1 percent. Both formulas passed the same test at $P=1.5$, where the exponentials matter.

## Part (d): the limit of linear mobility

**Question.** Suppose that the ion moves by thermally activated hops of length $a$ between equivalent sites, with the barrier midway between them. Find the drift velocity at any field for which this picture holds. Estimate the transit time for $a=0.3$, $0.5$ and $1.0$ nm, keeping $D$ fixed.

**Answer.** Without a field, let $k_0$ be the hopping rate in each direction. The mean square displacement grows as $2k_0a^2t$. Comparison with $2Dt$ gives $k_0=D/a^2$.

The field does work $qEa/2$ on the ion between a site and the barrier top. It lowers the forward barrier by this amount and raises the backward barrier by the same amount. With

$$y=\frac{qEa}{2k_BT},$$

the rates are $k_\pm=(D/a^2)\,e^{\pm y}$, and the velocity is

$$v_{\text{hop}}=a\,(k_+-k_-)=\frac{2D}{a}\sinh y .$$

The linear velocity is $\mu E=qDE/(k_BT)=2Dy/a$, so

$$\frac{v_{\text{hop}}}{\mu E}=\frac{\sinh y}{y}=1+\frac{y^2}{6}+\dots,\qquad t_{\text{hop}}=\frac{L}{v_{\text{hop}}}=t_d\,\frac{y}{\sinh y}.$$

For $a=0.3$ nm, $y=0.100\times0.3/(2\times0.03447)=0.435$. The three cases are:

| $a$ (nm) | $y$ | $\sinh y/y$ | $t_{\text{hop}}$ (s) |
|---|---|---|---|
| 0.3 | 0.435 | 1.032 | 670 |
| 0.5 | 0.725 | 1.090 | 630 |
| 1.0 | 1.451 | 1.389 | 500 |

For equivalent sites, linearity depends on the energy drop over one hop, not on the drop over the whole film. That is why $P=58$ is compatible with a nearly linear response when such hops are short. In a disordered film the drop over the distance on which the site energies vary can matter too, and linearity may then fail at a lower field, even with short hops. For hops of 1 nm, however, the linear estimate is about 39 percent longer than the hopping result.

The assumption of a fixed midway barrier can be examined with a smooth potential. For overdamped motion in a tilted cosine potential with a barrier $B=0.8$ eV, the speed-ups are 1.030, 1.085 and 1.363. The last is about 2 percent below the hopping formula. Most of this difference can be derived. Let

$$U(x)=\frac B2\left(1-\cos\frac{2\pi x}{a}\right)-qEx,\qquad f=\frac{qEa}{\pi B}.$$

The condition $U'=0$ gives $\sin(2\pi x/a)=f$. The minimum is at $x_m=(a/2\pi)\arcsin f$ and the next maximum at $a/2-x_m$. Their energy difference is the forward barrier,

$$\Delta U=B\sqrt{1-f^2}+Bf\arcsin f-\frac{qEa}{2}\approx B+\frac{Bf^2}{2}-\frac{qEa}{2}.$$

The extra term $Bf^2/2$ is even in the field, so it raises the backward barrier too and slows both hops by the same factor. Divided by $k_BT$ it is $2y^2k_BT/(\pi^2B)$, which for $a=1.0$ nm is

$$\frac{2\times1.451^2\times0.03447}{\pi^2\times0.8}\approx0.018 .$$

This accounts for a reduction of about 1.8 percent.

The hop length also limits parts (b) and (c). Their continuum description needs $a$ to be small compared with $D/v=k_BT/(qE)$, and the ratio of these lengths is $2y$. For the hops in the table this ratio is not small. The wall correction of about 12 s is therefore not reliable in detail, and the spread of 125 s is a continuum estimate.

## Part (e): what the estimate does not cover

**Question.** How would the drift estimate change for a doubly charged ion with the same $D$? When does copper cease to be dilute enough for the field to be taken as uniform? May the transit time be read as the lifetime of the film?

**Answer.** The force is proportional to the charge. At the same $D$, double charge doubles $\mu$ and halves $t_d$. It also doubles $y$, so the linear approximation fails at half the field. Beyond the linear range, the hopping formula of part (d) shortens the time by $\sinh 2y/\sinh y=2\cosh y$ instead of 2, with $y$ the value for single charge. In a real film $D$ may itself differ between charge states, and both factors apply only if it does not.

For the space charge, consider a sheet of $N$ ions per unit area in a film of permittivity $\varepsilon$. Gauss's law gives a jump in the field across the sheet,

$$E_{\text{ahead}}-E_{\text{behind}}=\frac{qN}{\varepsilon}.$$

The uniform-field calculation requires this jump to be small compared with $E$, that is, $N\ll\varepsilon E/q$. At larger densities and fixed voltage, the field behind the sheet is reduced and the field ahead of it is raised. Ions that follow drift more slowly than the estimate says, and ions in front of the sheet arrive earlier.

Even a single ion is attracted to the metal by its image charge, with a force $q^2/(16\pi\varepsilon x^2)$ at a distance $x$ from the electrode. The model leaves this force out. For a relative permittivity of 3.9 it exceeds $qE$ within about 1 nm of the copper. An ion starting 0.3 nm from the metal then faces an extra barrier of about 0.15 eV, or $4k_BT$, which can add substantially to the transit time. The delay depends strongly on the permittivity and on the starting distance, and the estimate applies once the ion is beyond this layer.

The transit time is not a lifetime. It starts when an ion is already inside the film, and so omits the time needed for copper to ionize and enter. It also says nothing about how many ions must arrive before the film fails. Deep traps whose release times are comparable with the transit would invalidate the use of a single long-distance $D$. The spread of part (c) is sensitive to much shorter traps. Suppose the ion spends a fraction $\phi$ of its time in traps with a field-independent mean release time $\tau$. It is then trapped about $\phi T_1/\tau$ times, and each stay has mean square $2\tau^2$, so the variance grows by about $2\phi\tau T_1$ while the mean is unchanged. This is small beside the variance of part (c), about $2T_1D/v^2$, only if $\phi\tau\ll D/v^2\approx12$ s. For $\phi=0.9$ and $\tau=12$ s the standard deviation is about 174 s instead of 125 s. Within the stated model, 690 s is a sound estimate for one mobile ion with short hops between equivalent sites; for hops near 1 nm, the value of about 500 s should replace it. The numerical output gives the values behind these conclusions.

## Numbers as computed

```
Temperature: 400 K
Diffusion coefficient: 1.0e-16 cm^2/s
Diffusion coefficient, working unit: 0.010 nm^2/s
Field: 1.0 MV/cm
Field, working unit: 0.100 V/nm
Thickness: 20.0 nm
Thermal voltage kB T/q: 0.034469 V
Mobility: 0.29011 nm^2/(V s)
Mobility, converted: 2.9011e-15 cm^2/(V s)
Drift velocity: 0.029011 nm/s
Drift transit time: 689.39 s
Drift transit time, converted: 11.49 min
Voltage drop across film: 2.00 V
Ratio P = q E L/(kB T): 58.023 (no unit)
Time unit D/v^2: 11.881 s
Field-free mean arrival time: 20000 s
Field-free mean, hop chain: 20005 s
Mean arrival time, formula: 677.51 s
Mean arrival time, hop chain: 677.59 s
Standard deviation, formula: 125.20 s
Standard deviation, hop chain: 125.21 s
Spread over mean: 18.5 percent
Largest Einstein-relation error: 2.6e-06 (no unit)
Chosen barrier of cosine model: 0.8 eV
Hop length: 0.3 nm
  y = q E a/(2 kB T): 0.4352 (no unit)
  speed-up sinh(y)/y: 1.0319 (no unit)
  speed-up in cosine potential: 1.0301 (no unit)
  corrected drift time: 668.1 s
Hop length: 0.5 nm
  y = q E a/(2 kB T): 0.7253 (no unit)
  speed-up sinh(y)/y: 1.0900 (no unit)
  speed-up in cosine potential: 1.0848 (no unit)
  corrected drift time: 632.5 s
Hop length: 1.0 nm
  y = q E a/(2 kB T): 1.4506 (no unit)
  speed-up sinh(y)/y: 1.3895 (no unit)
  speed-up in cosine potential: 1.3630 (no unit)
  corrected drift time: 496.1 s
```
